# Why a Back Gate, Unlike a Confined Top Gate, Lowers Contact Resistance

Take two transistors made from the same two-dimensional semiconductor, with the same metal contacts lying on top and the same electron density in the channel, $7.15\times10^{12}$ cm$^{-2}$. One is filled by a back gate that runs under the whole device. The other is filled by a top gate that sits between the contacts. In the model worked out below, and at small voltage, the first has a contact resistance of 2.7 kΩ µm and the second 308 kΩ µm. Since the channels are equally full, the factor of 113 must come from elsewhere.

It comes from the sheet beneath the metal. The sections below take one contribution at a time: what the electrons there do for the current, what the back gate adds to them, what the metal takes away, and what the top gate manages to leak in.

## The model

The sheet lies in the plane $y=0$. The contact metal covers $-L_c<x<0$ from above, across a thin gap; the channel is at $x>0$. The back gate lies below an oxide of thickness $t_b$. The top gate starts at $x=10$ nm, so a 10 nm spacer separates it from the contact.

The algebra uses atomic units ($e=\hbar=m_e=1$), in which a layer of permittivity $\kappa$ and thickness $d$ has capacitance $C=\kappa/4\pi d$ per area. Let $\phi$ be the electric potential of the sheet relative to the contact metal. A positive $\phi$ lowers the electron energy, so the band edge lies at

$$u=\Phi-\phi$$

above the metal's Fermi level, where $\Phi$ is the barrier of the uncharged sheet. Gate voltages are counted from flat band. In the top-gated device the back plane is held at zero.

The parameters are rough values in the regime of monolayer MoS$_2$ on SiO$_2$:

- sheet: mass 0.5, fourfold degeneracy (spin and valley), mobility 30 cm²/Vs, 300 K
- contact: $\Phi=0.15$ eV, gap 0.5 nm with permittivity 2, $L_c=300$ nm
- back gate: 90 nm of oxide with permittivity 3.9, at 30 V
- top gate: 10 nm of dielectric with permittivity 16

## First contribution: electrons under the metal carry the current twice

**Filling.** A parabolic band has $g\,k\,dk/2\pi$ states per area. With $E=k^2/2m$, $k\,dk=m\,dE$, so the density of states is the constant $D=gm/2\pi$. Measuring $E$ from the metal's Fermi level,

$$n=D\int_u^\infty\frac{dE}{1+e^{E/kT}} .$$

The integrand equals $-kT\,\dfrac{d}{dE}\ln(1+e^{-E/kT})$, hence

$$n=D\,kT\,\ln\!\left(1+e^{-u/kT}\right),\qquad \frac{dn}{d\phi}=-\frac{dn}{du}=Df_0,\qquad f_0=\frac{1}{1+e^{u/kT}} .$$

Here $f_0$ is the occupation at the band edge, and $C_q=Df_0$ is the quantum capacitance.

**Crossing the gap.** Let each sheet state empty into the metal at a rate $\gamma$, taken as independent of energy. In equilibrium the metal must refill it at $\gamma$ times its own occupation. If the sheet's Fermi level is raised by a small $\delta$, the net flow per area is

$$J=\gamma D\int_u^\infty\left[f(E-\delta)-f(E)\right]dE\simeq\gamma D\,\delta\int_u^\infty\left(-f'\right)dE=\gamma D f_0\,\delta .$$

The specific contact resistivity $\rho_c$ and the sheet resistance $R_s$ are therefore

$$\frac1{\rho_c}=D\gamma f_0,\qquad R_s=\frac{1}{n\mu}.$$

Both fall as the sheet fills. The example takes $\gamma=3\times10^{10}$ s$^{-1}$, chosen to give a $\rho_c$ near $10^{-6}$ Ω cm² in a filled sheet.

**Crowding.** Current enters the covered sheet at $x=0$ and leaks upward as it goes. Let $V(x)$ be the voltage between sheet and metal and $I(x)$ the current per width still in the sheet. Ohm's law gives $I=V'/R_s$, and the leakage gives $I'=V/\rho_c$. For a uniform sheet,

$$V''=\frac{V}{L_T^2},\qquad L_T^2=\frac{\rho_c}{R_s}=\frac{\mu n}{D\gamma f_0}.$$

No current remains at the far end, so $V'(-L_c)=0$ and $V\propto\cosh[(x+L_c)/L_T]$. The contact resistance times width is

$$R_cW=\frac{V(0)}{I(0)}=R_sL_T\coth\frac{L_c}{L_T}=\sqrt{\rho_cR_s}\,\coth\frac{L_c}{L_T}.$$

For a long contact the last factor is 1, and $R_cW=(D\gamma\mu\,nf_0)^{-1/2}$. This has two limits. In a dilute sheet $f_0\simeq n/DkT$, so

$$R_cW\simeq\frac1n\sqrt{\frac{kT}{\gamma\mu}},\qquad L_T\simeq\sqrt{\frac{\mu kT}{\gamma}} .$$

In a strongly filled sheet $f_0\to1$ and $R_cW\simeq(D\gamma\mu n)^{-1/2}$, a weaker dependence, because $\rho_c$ has stopped falling.

**Numbers.** With no gate bias, $u=0.151$ eV. The density under the metal is $3.09\times10^{10}$ cm$^{-2}$, $\rho_c=1.74\times10^{-4}$ Ω cm² and $R_s=6.74\times10^{6}$ Ω. Then

$$\sqrt{1.744\times10^{-4}\times6.738\times10^{6}}=34.3\ \text{Ω cm},$$

which is 343 kΩ µm. The transfer length is $L_T=51$ nm. The contact's resistance is thus decided within some 50 nm of its edge, and a gate must reach into that strip to change it much.

## Second contribution: the back gate fills, the metal takes a share

The sheet's charge per area, $-n$, equals the sum of each capacitance times the potential difference across it:

$$-n=C_m(\phi-0)+C_b(\phi-V_b)\quad\Rightarrow\quad C_bV_b=n+(C_m+C_b)\,\phi .$$

The left side is the charge that the gate calls up. The first term on the right is the useful part. The second is nearly all charge on the contact metal, since $C_m\gg C_b$: here $C_m=3.54$ and $C_b=0.0384$ µF/cm².

Differentiating, with $dn=C_q\,d\phi$,

$$\frac{d\phi}{dV_b}=\frac{C_b}{C_b+C_m+C_q},\qquad \frac{dn}{dV_b}=\frac{C_bC_q}{C_b+C_m+C_q}.$$

The metal therefore screens the back gate too, and strongly. At zero bias $C_q=0.19$ µF/cm², so one volt moves the band by only

$$\frac{0.0384}{0.0384+3.54+0.19}=0.0102\ \text{V}.$$

Just 5 % of new charge enters the sheet. Yet the density of a dilute sheet grows as $e^{\phi/kT}$ with $kT=0.026$ eV, so a few volts are enough to multiply it. As it fills, $C_q$ rises and the sheet wins the competition. At 30 V, $C_q=21.8$ µF/cm², and the share of new charge entering the sheet is $21.8/25.4=86$ %.

Solving the charge balance numerically for $\phi$ gives the whole course:

| $V_b$ (V) | $n$ under metal (cm$^{-2}$) | $R_cW$ (kΩ µm) |
|---|---|---|
| 0 | $3.1\times10^{10}$ | 343 |
| 5 | $1.9\times10^{11}$ | 57 |
| 10 | $6.5\times10^{11}$ | 16.5 |
| 20 | $2.3\times10^{12}$ | 4.9 |
| 30 | $4.3\times10^{12}$ | 2.7 |

At 30 V the gate calls up $7.18\times10^{12}$ cm$^{-2}$. The sheet under the metal keeps $4.25\times10^{12}$, or 59 %. The band edge has come down by 0.133 eV, to $u=0.019$ eV.

The two parts of the gain can now be weighed. The sheet resistance falls by a factor of 138 and the contact resistivity by 114. Since $R_cW$ is the root of their product, it falls by $\sqrt{138\times114}=125$. Easier crossing and easier spreading contribute almost equally. The transfer length, which depends on their ratio, barely moves, from 51 to 56 nm.

## Third contribution: what the top gate leaks under the metal

The top gate is set to 0.961 V, which gives the same channel density as the back gate does. Its direct field ends almost entirely on the contact's side wall and on the electrons of the channel. Once the channel is filled, its potential has risen by only $\psi=0.148$ V. Seen from the oxide below, the source of any disturbance is thus a channel plane at 0.148 V, and the rest of the gate voltage is hidden behind it.

To find how far this reaches, consider the back oxide alone. Let $y'$ run from 0 at the back plane to $t_b$ at the sheet. The lower face is at zero. The upper face is at $\psi$ for $x>0$ and, to leading order, at zero for $x<0$, where the metal is close. With $z=x+iy'$ and $w=e^{\pi z/t_b}$, the potential is

$$\varphi=\frac{\psi}{\pi}\,\mathrm{Im}\ln(1+w).$$

It obeys Laplace's equation, being the imaginary part of an analytic function. On the lower face $w>0$ and $\varphi=0$. On the upper face $w=-e^{\pi x/t_b}$, so $1+w$ is positive for $x<0$, giving $\varphi=0$, and negative for $x>0$, giving $\varphi=\psi$. All boundary values are met.

The derivative along $y'$ is

$$\frac{\partial\varphi}{\partial y'}=\mathrm{Re}\,\frac{\psi}{t_b}\frac{w}{1+w}.$$

Beneath the metal, $w=-e^{-\pi|x|/t_b}$, and the upward field $-\partial\varphi/\partial y'$ is

$$E(x)=\frac{\psi}{t_b}\,\frac{1}{e^{\pi|x|/t_b}-1}.$$

An ideal back gate would give $V_b/t_b$ at the same place. The leak therefore acts like a local back-gate voltage

$$V_{\rm eff}(x)=\frac{\psi}{e^{\pi|x|/t_b}-1},$$

and the response found in the previous section applies: $\phi=C_bV_{\rm eff}/(C_b+C_m+C_q)$ for small shifts. The comparison of the two gates is now explicit. The prefactor is the same at first (for the back gate it drops as the sheet fills and $C_q$ rises), but 30 V acting everywhere is replaced by 0.148 V acting near the edge, with a decay length $t_b/\pi=29$ nm.

At a depth of 20 nm, $e^{\pi\cdot20/90}-1=1.01$, so $V_{\rm eff}=0.147$ V and $\phi=0.0102\times0.147\ \text{V}=1.5$ mV. The back gate's shift is 133 mV. Against $kT=26$ meV, the first is a small correction and the second changes the density by two orders of magnitude.

The step in $\psi$ at $x=0$ is an idealization, since in the spacer the potential climbs gradually. The estimate also fails close to the edge, where $V_{\rm eff}$ diverges. A numerical solution removes both defects. Poisson's equation was solved on a two-dimensional grid containing both metals, the gap and the oxides, with the sheet's charge given by $n(u)$ at each point. The surface above the back-gated channel was taken as bare. At 20 nm the top gate's leak is then 1.2 mV, somewhat below the step estimate. The densities under the metal are:

| Depth (nm) | Back gate (cm$^{-2}$) | Top gate (cm$^{-2}$) |
|---|---|---|
| 0 | $5.1\times10^{12}$ | $5.9\times10^{10}$ |
| 1 | $4.3\times10^{12}$ | $4.8\times10^{10}$ |
| 10 | $4.3\times10^{12}$ | $3.4\times10^{10}$ |
| 50 | $4.3\times10^{12}$ | $3.1\times10^{10}$ |

The top gate doubles the density at the very edge, but 10 nm inside it adds about 11 %. Feeding these profiles into $I=V'/R_s(x)$ and $I'=V/\rho_c(x)$ gives 2.7 kΩ µm for the back-gated contact and 308 kΩ µm for the top-gated one. The top gate has lowered the unbiased value by 10 %; the back gate has divided it by 126.

The spacer adds its own, separate resistance, because the sheet there is less full than the channel. Counted as the excess over the channel's resistance in the first 100 nm, it is 5.1 kΩ µm for the top gate and 0.015 kΩ µm for the back gate. It is small beside 308 kΩ µm, but would matter once the contact itself was good. These figures treat the sheet as having no polarizability of its own. An in-plane polarizability of roughly the size of monolayer MoS$_2$ ($4\pi\chi\approx8$ nm) raises the top-gated density at the edge from $5.9$ to $7.0\times10^{10}$ cm$^{-2}$ and lowers 308 to 303 and 5.1 to 4.7 kΩ µm; the back-gated 2.7 kΩ µm does not change.

## Is it the side or the place?

The two gates differ in side as well as in extent. To separate these, put both gates below, on a 10 nm oxide at 3.33 V, which keeps the oxide field nearly unchanged. A gate under the whole device gives 2.9 kΩ µm. One that begins 10 nm outside the contact edge, with the rest of the lower plane held at zero, gives 310 kΩ µm. In this geometry a confined bottom gate fails as the top gate does, so what counts is whether the gate's field reaches the covered sheet. Being below matters because that is the side the contact metal leaves open.

The thin oxide is a condition of this comparison. Between the contact metal above and the grounded plane below, fringing fields in the oxide die out over roughly $t_b/\pi$, which is 3 to 4 nm here. The 10 nm offset is a condition too: on the same thin oxide, a gate that begins 5 nm outside the edge gives about 235 kΩ µm, and one that begins at the edge about 106. On 90 nm of oxide at 30 V, a bottom gate that begins 10 nm outside the edge spills tens of nanometres under the contact and gives about 28 kΩ µm, ten times the value for a global gate but eleven times below the top-gated contact. A confined gate below can thus reach under the metal in a way that a gate above cannot.

## When the advantage shrinks

The back gate helps most where the sheet under the metal starts empty. Repeating the uniform calculation for other barriers shows this:

| $\Phi$ (eV) | $R_cW$, 0 V (kΩ µm) | $R_cW$, 30 V (kΩ µm) |
|---|---|---|
| 0.25 | 16 000 | 4.7 |
| 0.15 | 343 | 2.7 |
| 0.05 | 19 | 2.0 |
| −0.05 | 5.5 | 1.5 |

With a negative barrier the metal itself has filled the sheet, and the gain drops to a factor of 3.5. Heat has a similar effect. With mobility and escape rate held fixed, at 358 K the unbiased contact falls to 132 kΩ µm, while the back-gated one stays at 2.8 kΩ µm.

Gap states take charge that would otherwise enter the band. A density $D_t$ of them adds $D_t\phi$ to the right side of the charge balance. With $5\times10^{12}$ eV$^{-1}$cm$^{-2}$ the back-gated value rises to 3.1 kΩ µm. At $3\times10^{14}$ eV$^{-1}$cm$^{-2}$ the charge balance would limit the band's shift at 30 V to at most 22 mV, less than $kT$, and the gate would lose most of its effect.

## Weighing what was left out

One omission concerns mainly the top-gated contact. Electron waves in the channel do not stop at the metal's edge; they decay beneath it as $e^{-\kappa_e|x|}$ with $\kappa_e=\sqrt{2mu}$. Their density reaches in by $1/2\kappa_e=0.35$ nm. If the channel's full occupation extended to the edge, this strip would add a conductance $D\gamma f_0^{\rm ch}/2\kappa_e$ per width, with $f_0^{\rm ch}$ the band-edge occupation in the channel. In parallel with the rest, it would bring 308 down to about 149 kΩ µm. This is a generous estimate, because most of the waves that decay beneath the metal are already weakened at its edge, and the spacer is less full than the channel. Even so, the back-gated contact would remain some 55 times better.

The finite number of transverse modes also sets a ballistic resistance, whose inverse per width is $(g/2\pi)\int(k/\pi)(-f')\,dE$. Evaluated for the sheet under the metal, it is 14 kΩ µm unbiased and 0.11 kΩ µm at 30 V, about 4 % of $R_cW$ in both cases. The mean free path, estimated as $\mu m$ times the thermal speed $\sqrt{\pi kT/2m}$, is 1 nm, far below $L_T$, so the current spreads by diffusion rather than ballistically. The path is also shorter than the wavelength of an electron with energy $kT$, about 11 nm, so the mobility is best read as an empirical number and not as the result of a simple scattering picture. The sharp band edge is idealized for the same reason: a collision time $\tau=\mu m$ means a broadening $1/\tau=77$ meV, three times $kT$. A Gaussian smearing of the edge with a standard deviation of 20 or 40 meV would multiply the density at $u=0.151$ eV by 1.35 or 3.2, though states in such a tail may conduct poorly. The mobility itself is uncertain too. In a nearly empty sheet it may well be lower than assumed, which would raise the top-gated resistance further.

The crossing law was linearized in $\delta$, so the contact resistances given here hold for voltages across the contact well below $kT/e=26$ mV. Beyond that, a nearly empty contact is no longer ohmic. When an unbiased contact acts as the source, the sheet at its edge runs out of electrons, and in this model the current levels off near 26 mV/343 kΩ µm, or about 0.08 µA/µm.

For monolayer MoS$_2$, a few kΩ µm is a realistic order of magnitude for a back-gated contact. The back-oxide field of 3.3 MV/cm is high but below the rough 10 MV/cm at which SiO$_2$ breaks down. The 308 kΩ µm of the top-gated contact varies roughly as the inverse root of the chosen escape rate and of the mobility. It also rests on two assumptions, a barrier of 0.15 eV and an undoped sheet. The table of barriers shows what a lower barrier does. Donors in the sheet also reduce the resistance. A donor density $N$ adds to $C_bV_b$ in the charge balance, so it acts like a built-in back-gate voltage. By the first table, $N=2.4\times10^{12}$ cm$^{-2}$ is worth 10 V and already lowers the unbiased contact to 16.5 kΩ µm; a further 20 V on the back gate then gains a factor of 6, where the first 20 V on an undoped sheet gain a factor of 70. Metals that bond strongly to the sheet alter its bands and fall outside this model.

For a device that must use a confined top gate, the model points to filling the covered sheet by other means: a lower barrier, doping under the contact, or a separate back bias. Raising the top-gate voltage mostly fills a channel that is already full.
